# Why Coherent Growth Can Stabilise an Alloy That Is Immiscible in Bulk: a numerical check

```python
"""Epitaxial stabilisation of an immiscible alloy, tested atom by atom.

Result under test (energies per cation-anion pair, small misfit):
  dH_epi = dH_bulk - x (1-x) q(n) K (a_B - a_A)^2,   K = 9 B V / (2 a^2)
  q(n) = 1 - B / (C12 + C44 + 1/s),  s = sum n_i^2 / (C44 - 2 D n_i^2)
  D = C44 - (C11 - C12)/2
n: unit normal of the substrate; x: fraction of B; a: lattice constant;
V = a^3/4: volume per pair; B: bulk modulus; Cij: elastic constants.
q is the part of the hydrostatic strain energy kept by a coherent film.
The atomistic side is a Keating force field for zincblende crystals, with
all atoms and all permitted cell distortions relaxed.
Lengths are in angstrom and energies in eV inside the program.
"""
import itertools
import numpy as np
from scipy import constants as sc

NM_TO_EVA2 = 1e-20 / sc.e            # N/m to eV/angstrom^2
EVA3_TO_GPA = sc.e * 1e30 / 1e9      # eV/angstrom^3 to GPa
STRETCH_NM, BEND_NM = 40.0, 8.0      # chosen model force constants
A_SMALL, A_LARGE = 5.5, 5.9          # chosen lattice constants
A_MEAN = 0.5 * (A_SMALL + A_LARGE)
BOND = np.sqrt(3) / 4                # bond length / lattice constant
NO_MODES = np.zeros((0, 3, 3))


def build_crystal(nx, ny, nz):
    """Periodic zincblende cell; coordinates in quarters of a."""
    size = 4 * np.array([nx, ny, nz])
    fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
    tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    cations = np.array([4 * np.array(c) + f
                        for c in np.ndindex(nx, ny, nz) for f in fcc])
    number = len(cations)
    anion = {tuple(int(v) for v in (p + 1) % size): k
             for k, p in enumerate(cations)}
    owner, partner, vectors = [], [], []
    for i, p in enumerate(cations):
        for t in tetra:
            owner.append(i)
            partner.append(anion[tuple(int(v) for v in (p + t) % size)])
            vectors.append(t / 4)
    groups = [[] for _ in range(2 * number)]
    response = np.zeros((len(owner), 3, 6 * number))
    for b, (i, j) in enumerate(zip(owner, partner)):
        groups[i].append(b)
        groups[number + j].append(b)
        for c in range(3):
            response[b, c, 3 * i + c] -= 1
            response[b, c, 3 * (number + j) + c] += 1
    angles = np.array([pair for g in groups
                       for pair in itertools.combinations(g, 2)])
    return dict(cations=cations, owner=np.array(owner),
                partner=np.array(partner), vectors=np.array(vectors),
                response=response[:, :, 3:],   # first atom is pinned
                first=angles[:, 0], second=angles[:, 1], number=number)


def relax(crystal, lattice_of_cation, cell, modes, bend_nm=BEND_NM):
    """Relaxed energy per pair; modes are the free cell distortions."""
    alpha, beta = STRETCH_NM * NM_TO_EVA2, bend_nm * NM_TO_EVA2
    length = BOND * lattice_of_cation[crystal["owner"]]
    i, j = crystal["first"], crystal["second"]
    product = length[i] * length[j]
    w_bond = np.sqrt(3 * alpha / 8) / length
    w_angle = np.sqrt(3 * beta / 8 / product)
    cell_part = np.einsum("mxy,by->bxm", modes, crystal["vectors"])
    change = np.concatenate([crystal["response"], cell_part], axis=2)
    change_i, change_j = change[i], change[j]
    r = crystal["vectors"] @ cell.T
    for _ in range(200):
        residual = np.concatenate([
            w_bond * (np.sum(r * r, axis=1) - length**2),
            w_angle * (np.sum(r[i] * r[j], axis=1) + product / 3)])
        jac_bond = 2 * w_bond[:, None] * np.einsum("bx,bxm->bm", r, change)
        jac_angle = w_angle[:, None] * (
            np.einsum("bx,bxm->bm", r[i], change_j)
            + np.einsum("bx,bxm->bm", r[j], change_i))
        jac = np.concatenate([jac_bond, jac_angle])
        step = np.linalg.solve(jac.T @ jac, -jac.T @ residual)
        r = r + change @ step
        if np.max(np.abs(step)) < 1e-9:
            return float(residual @ residual) / crystal["number"]
    raise RuntimeError("relaxation did not converge")


def unit(direction):
    v = np.array(direction, float)
    return v / np.linalg.norm(v)


def film_energy(crystal, lattices, substrate, normal, bend_nm=BEND_NM):
    modes = np.array([np.outer(e, unit(normal)) for e in np.eye(3)])
    return relax(crystal, lattices, substrate * np.eye(3), modes, bend_nm)


def bulk_energy(crystal, lattices):
    modes = []
    for p in range(3):
        for s in range(p, 3):
            m = np.zeros((3, 3))
            m[p, s] = m[s, p] = 1
            modes.append(m)
    return relax(crystal, lattices, lattices.mean() * np.eye(3),
                 np.array(modes))


UNIT_CELL = build_crystal(1, 1, 1)


def pure_film(a, substrate, normal):
    return film_energy(UNIT_CELL, np.full(4, a), substrate, normal)


def separated_film(x, a_first, a_second, substrate, normal):
    return ((1 - x) * pure_film(a_first, substrate, normal)
            + x * pure_film(a_second, substrate, normal))


STRAIN = 1e-4


def curvature(strain, bend_nm=BEND_NM):
    """Second derivative of energy density along a given strain."""
    total = 0.0
    for sign in (1, -1):
        cell = A_MEAN * (np.eye(3) + sign * STRAIN * np.array(strain))
        total += relax(UNIT_CELL, np.full(4, A_MEAN), cell, NO_MODES,
                       bend_nm)
    return total / STRAIN**2 / (A_MEAN**3 / 4)


def q_atomistic(normal, bend_nm=BEND_NM):
    film = sum(film_energy(UNIT_CELL, np.full(4, A_MEAN),
                           A_MEAN * (1 + s * STRAIN), normal, bend_nm)
               for s in (1, -1))
    hydro = curvature(np.eye(3), bend_nm) * STRAIN**2 * A_MEAN**3 / 4
    return film / hydro


# Elastic constants from their definition
bulk_mod = curvature(np.eye(3)) / 9
c11 = curvature(np.diag([1.0, 0.0, 0.0]))
c12 = (3 * bulk_mod - c11) / 2
c44 = curvature([[0, 0, 0], [0, 0, 0.5], [0, 0.5, 0]])
aniso = c44 - (c11 - c12) / 2
K = 9 * bulk_mod * (A_MEAN**3 / 4) / (2 * A_MEAN**2)


def q_formula(normal):
    n2 = unit(normal)**2
    s = np.sum(n2 / (c44 - 2 * aniso * n2))
    return 1 - bulk_mod / (c12 + c44 + 1 / s)


def q_common(normal):
    n2 = unit(normal)**2
    gamma = 4 * (n2[0] * n2[1] + n2[1] * n2[2] + n2[2] * n2[0])
    return 1 - bulk_mod / (c11 + gamma * aniso)


print("Model: stretch, bend constants = %.1f, %.1f N/m"
      % (STRETCH_NM, BEND_NM))
print("Lattice constants A, B, mean = %.2f, %.2f, %.2f angstrom"
      % (A_SMALL, A_LARGE, A_MEAN))
print("C11, C12, C44 = %.2f, %.2f, %.2f GPa"
      % tuple(EVA3_TO_GPA * np.array([c11, c12, c44])))
print("B, anisotropy D = %.2f, %.2f GPa"
      % (bulk_mod * EVA3_TO_GPA, aniso * EVA3_TO_GPA))
print("K = %.4f eV/angstrom^2" % K)

# Retained fraction: relaxed crystal against elastic formula
print("Retained fraction q: atomistic, formula, common formula")
for normal in [(0, 0, 1), (1, 1, 3), (2, 1, 0), (1, 1, 0), (1, 1, 1)]:
    q_num, q_el, q_com = (q_atomistic(normal), q_formula(normal),
                          q_common(normal))
    assert abs(q_num - q_el) < 1e-4
    assert q_com > q_el - 1e-10
    print("  (%d%d%d): %.5f  %.5f  %.5f" % (*normal, q_num, q_el, q_com))
assert q_common((1, 1, 3)) - q_atomistic((1, 1, 3)) > 1e-4
rng = np.random.default_rng(7)
scan = np.array([q_formula(v) for v in rng.normal(size=(3000, 3))])
q001, q111 = q_formula((0, 0, 1)), q_formula((1, 1, 1))
assert aniso > 0 and c44 > 2 * aniso
assert scan.min() >= q001 - 1e-10 and scan.max() <= q111 + 1e-10
q_soft = q_atomistic((0, 0, 1), bend_nm=0.4)
assert q_soft < 0.1 * q001
print("q(001) with bend constant cut to 0.4 N/m = %.4f" % q_soft)

# Ordered and disordered alloys
CHALCO = build_crystal(1, 1, 2)
a_sites = {(0, 0, 0), (0, 2, 2), (2, 2, 4), (2, 0, 6)}
chalco_is_b = np.array([tuple(int(v) for v in p) not in a_sites
                        for p in CHALCO["cations"]])
b_neighbours = np.bincount(CHALCO["partner"],
                           weights=chalco_is_b[CHALCO["owner"]])
assert np.all(b_neighbours == 2)
SUPER = build_crystal(2, 2, 2)


def random_sites(count_b):
    return rng.permutation(np.arange(32) < count_b)


# Enthalpy law in the small-misfit limit
tiny = 5e-5 * A_MEAN
t_a, t_b = A_MEAN - tiny / 2, A_MEAN + tiny / 2
worst = 0.0
for crystal, is_b in [(CHALCO, chalco_is_b), (SUPER, random_sites(8))]:
    x = is_b.mean()
    lattices = np.where(is_b, t_b, t_a)
    bulk = bulk_energy(crystal, lattices)
    for normal in [(0, 0, 1), (1, 1, 3), (1, 1, 1)]:
        shift = x * (1 - x) * q_formula(normal) * K * tiny**2
        for substrate in (t_a, A_MEAN, t_b):
            direct = (film_energy(crystal, lattices, substrate, normal)
                      - separated_film(x, t_a, t_b, substrate, normal))
            worst = max(worst, abs(direct - (bulk - shift)) / shift)
assert worst < 5e-3
print("Small-misfit law: largest error / shift = %.1e" % worst)


# Tilted lamellae: normal (001) inside a film of normal (111)
def lamella_energy(a_first, a_second, substrate):
    """Energy per pair with the interface contribution removed."""
    total = []
    for n in (8, 16):
        crystal = build_crystal(1, 1, n)
        is_b = crystal["cations"][:, 2] >= 2 * n
        lattices = np.where(is_b, a_second, a_first)
        total.append(n * film_energy(crystal, lattices, substrate,
                                     (1, 1, 1)))
    return (total[1] - total[0]) / 8


lamella_ratio = lamella_energy(t_a, t_b, A_MEAN) / (K * tiny**2 / 4)
assert abs(lamella_ratio / q001 - 1) < 1e-2
print("(001) lamellae in (111) film: q found, q(001) = %.4f, %.4f"
      % (lamella_ratio, q001))

# Worked example at the full misfit, x = 1/2
meV = 1e3
misfit = A_LARGE - A_SMALL
print("Full misfit = %.2f %%; energies below in meV per pair"
      % (100 * misfit / A_MEAN))
print("Hydrostatic cost K (a_B-a_A)^2/4 = %.2f meV"
      % (meV * K * misfit**2 / 4))
full = np.where(chalco_is_b, A_LARGE, A_SMALL)
chalco_bulk = bulk_energy(CHALCO, full)
print("Chalcopyrite, bulk mixing enthalpy = %.2f meV"
      % (meV * chalco_bulk))
print("Normal: separated film, harmonic value, chalcopyrite dH_epi")
separated, chalco_epi = {}, {}
for normal in [(0, 0, 1), (1, 1, 0), (1, 1, 1)]:
    separated[normal] = separated_film(0.5, A_SMALL, A_LARGE, A_MEAN,
                                       normal)
    chalco_epi[normal] = (film_energy(CHALCO, full, A_MEAN, normal)
                          - separated[normal])
    print("  (%d%d%d): %.2f  %.2f  %.2f meV"
          % (*normal, meV * separated[normal],
             meV * q_formula(normal) * K * misfit**2 / 4,
             meV * chalco_epi[normal]))
assert chalco_bulk > 0 and chalco_epi[(0, 0, 1)] < 0
print("Chalcopyrite dH_epi on (001) for other substrates")
for substrate in (A_SMALL, A_LARGE):
    value = (film_energy(CHALCO, full, substrate, (0, 0, 1))
             - separated_film(0.5, A_SMALL, A_LARGE, substrate, (0, 0, 1)))
    print("  a_s = %.2f angstrom: %.2f meV" % (substrate, meV * value))
print("Chemical term W x(1-x) cancelling it on (001): W = %.2f meV"
      % (-4 * meV * chalco_epi[(0, 0, 1)]))

samples, quarter = [], []
for _ in range(12):
    lattices = np.where(random_sites(16), A_LARGE, A_SMALL)
    samples.append([bulk_energy(SUPER, lattices)]
                   + [film_energy(SUPER, lattices, A_MEAN, n)
                      - separated[n] for n in [(0, 0, 1), (1, 1, 1)]])
    lattices = np.where(random_sites(8), A_LARGE, A_SMALL)
    quarter.append(bulk_energy(SUPER, lattices))
samples = np.array(samples)
mean = samples.mean(axis=0)
error = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
print("Random alloy, 12 cells of 32 cations: mean, standard error")
for label, m, e in zip(["bulk", "epi (001)", "epi (111)"], mean, error):
    print("  %s: %.2f, %.2f meV" % (label, meV * m, meV * e))
ratio = np.mean(quarter) / mean[0]
assert mean[0] > 0 and abs(ratio - 0.75) < 0.12
print("Random bulk enthalpy, x=1/4 over x=1/2 = %.3f" % ratio)
omega = 4 * mean[0]
print("Random bulk Omega = %.2f meV" % (meV * omega))
print("Mean-field bulk critical temperature Omega/(2 k_B) = %.0f K"
      % (omega * sc.e / (2 * sc.k)))
tilted = lamella_energy(A_SMALL, A_LARGE, A_MEAN)
assert tilted < separated[(1, 1, 1)]
print("Tilted (001) lamellae in (111) film = %.2f meV" % (meV * tilted))
print("Random (111) film minus tilted lamellae = %.2f meV"
      % (meV * (mean[2] + separated[(1, 1, 1)] - tilted)))
print("PASS")
```

Running it gives:

```
Model: stretch, bend constants = 40.0, 8.0 N/m
Lattice constants A, B, mean = 5.50, 5.90, 5.70 angstrom
C11, C12, C44 = 112.28, 56.14, 46.78 GPa
B, anisotropy D = 74.85, 18.71 GPa
K = 2.9959 eV/angstrom^2
Retained fraction q: atomistic, formula, common formula
  (001): 0.33333  0.33333  0.33333
  (113): 0.38222  0.38222  0.39651
  (210): 0.38614  0.38614  0.39759
  (110): 0.42857  0.42857  0.42857
  (111): 0.45455  0.45455  0.45455
q(001) with bend constant cut to 0.4 N/m = 0.0259
Small-misfit law: largest error / shift = 6.5e-05
(001) lamellae in (111) film: q found, q(001) = 0.3333, 0.3333
Full misfit = 7.02 %; energies below in meV per pair
Hydrostatic cost K (a_B-a_A)^2/4 = 119.84 meV
Chalcopyrite, bulk mixing enthalpy = 23.73 meV
Normal: separated film, harmonic value, chalcopyrite dH_epi
  (001): 40.01  39.95  -16.27 meV
  (110): 51.44  51.36  -27.64 meV
  (111): 54.65  54.47  -30.87 meV
Chalcopyrite dH_epi on (001) for other substrates
  a_s = 5.50 angstrom: -13.56 meV
  a_s = 5.90 angstrom: -19.61 meV
Chemical term W x(1-x) cancelling it on (001): W = 65.09 meV
Random alloy, 12 cells of 32 cations: mean, standard error
  bulk: 34.42, 0.57 meV
  epi (001): -5.55, 0.57 meV
  epi (111): -20.17, 0.57 meV
Random bulk enthalpy, x=1/4 over x=1/2 = 0.781
Random bulk Omega = 137.68 meV
Mean-field bulk critical temperature Omega/(2 k_B) = 799 K
Tilted (001) lamellae in (111) film = 39.96 meV
Random (111) film minus tilted lamellae = -5.48 meV
PASS
```
